# Landsberg's limit for the conversion of blackbody radiation into work

## 1. One black absorber in sunlight

A black plate faces the Sun through optics so good that, seen from the plate, the solar disc fills every direction. The plate warms to a temperature $T$ and feeds an engine, which rejects heat to surroundings at $T_0$. A hotter plate makes the engine more efficient, but it also radiates more energy back to the Sun. How much of the incident energy can become work, and is the answer a property of sunlight or of this machine?

I treat the Sun as a blackbody at $T_s>T_0$. The plate receives $\sigma T_s^4$ per area and time and emits $\sigma T^4$. The difference enters a Carnot engine of efficiency $1-T_0/T$. With $x=T/T_s$ and $t=T_0/T_s$, the work per incident energy is

$$\eta_1=(1-x^4)\left(1-\frac{t}{x}\right).$$

It vanishes at $x=t$, where the engine has no temperature difference, and at $x=1$, where the plate returns all it receives. Between them the derivative is zero:

$$-4x^3\left(1-\frac tx\right)+(1-x^4)\frac{t}{x^2}=0 .$$

Multiplication by $-x^2$ gives $4x^5-3tx^4-t=0$.

For the rough values $T_s=5800$ K and $T_0=300$ K, $t=0.0517$ and the best plate temperature is 2478 K. Then $x^4=0.0333$, $1-T_0/T=0.879$, and $\eta_1=0.967\times0.879=0.850$.

The Carnot value for the two outer temperatures is $1-t=0.948$. To see what thermodynamics itself permits in between, I need the entropy carried by the radiation.

## 2. Energy and entropy of a radiation stream

The algebra uses atomic units with $k_B=1$, so temperature is an energy and a photon of frequency $\omega$ has energy $\omega$. The radiation is unpolarised and in the far field.

With two polarisations, the number of modes per volume is $2\cdot4\pi k^2dk/(2\pi)^3=\omega^2d\omega/(\pi^2c^3)$. The flux through a surface from one side has a further factor $c$ times $\frac{1}{4\pi}\int\cos\theta\,d\Omega=\frac14$, the integral running over a hemisphere. Each hemispherical flux is therefore a sum over modes with weight

$$\frac{\omega^2}{4\pi^2c^2}\,d\omega .$$

**Energy.** A thermal mode holds $n=1/(e^{y}-1)$ photons on average, with $y=\omega/T$. Expanding in powers of $e^{-y}$,

$$\int_0^\infty\frac{y^3dy}{e^y-1}=\sum_{k\ge1}\frac{6}{k^4}=\frac{\pi^4}{15},\qquad
E(T)=\frac{T^4}{4\pi^2c^2}\frac{\pi^4}{15}=\sigma T^4,\quad \sigma=\frac{\pi^2}{60c^2}.$$

**Entropy.** In a thermal mode the probability of $m$ photons is $p_m=n^m/(1+n)^{m+1}$. Since $\ln p_m=m\ln n-(m+1)\ln(1+n)$ and the mean of $m$ is $n$,

$$s(n)=-\sum_m p_m\ln p_m=(1+n)\ln(1+n)-n\ln n .$$

For Planck's $n$, $(1+n)/n=e^y$ and $1+n=1/(1-e^{-y})$. Hence

$$s=n\ln\frac{1+n}{n}+\ln(1+n)=ny-\ln(1-e^{-y}).$$

The second term is integrated by parts; the boundary terms vanish:

$$-\int_0^\infty y^2\ln(1-e^{-y})\,dy=\frac13\int_0^\infty\frac{y^3dy}{e^y-1}=\frac13\,\frac{\pi^4}{15}.$$

The first term contributes $\pi^4/15$, so the sum is $\frac43\pi^4/15$ and

$$S(T)=\tfrac43\sigma T^3 .$$

As a check, $dE/T=4\sigma T^2dT$ integrates to the same expression. The stream carries more entropy than $E/T=\sigma T^3$. A body that emits into empty space loses entropy $E/T$ while the radiation gains $\frac43E/T$; one-way emission is irreversible.

At 5800 K the fluxes are $E=6417$ W/cm² and $S=\frac43\times6417/5800=1.475$ W/(cm² K).

## 3. Balance for an arbitrary converter

Now the plate and engine are replaced by a closed box with an aperture. The box works steadily, so its energy and entropy do not change on average. It delivers work $W$, which carries no entropy, and rejects heat $Q$ to a reservoir at $T_0$. All quantities are per aperture area and time:

$$E_{in}=E_{out}+W+Q,\qquad S_{in}+S_{gen}=S_{out}+\frac{Q}{T_0},\qquad S_{gen}\ge0 .$$

The second balance gives $Q=T_0(S_{in}-S_{out}+S_{gen})$. Inserted into the first,

$$W=(E_{in}-T_0S_{in})-(E_{out}-T_0S_{out})-T_0S_{gen}.$$

Suppose first that the outgoing radiation is black at temperature $T$. Without entropy production,

$$W_{rev}(T)=\sigma(T_s^4-T^4)-\tfrac43\sigma T_0(T_s^3-T^3),\qquad
\frac{dW_{rev}}{dT}=4\sigma T^2(T_0-T).$$

The slope is positive below $T_0$ and negative above it, so the maximum is at $T=T_0$. A colder output removes too little entropy, and a hotter one removes too much energy. At the maximum the two terms in $T_0^4$ combine to $(-1+\frac43)\sigma T_0^4=\frac13\sigma T_0^4$. Division by $\sigma T_s^4$ gives Landsberg's limit:

$$\boxed{\eta_L=1-\frac43\frac{T_0}{T_s}+\frac13\left(\frac{T_0}{T_s}\right)^4}$$

**Numbers.** The output at 300 K carries 0.0459 W/cm² and 0.0002 W/(cm² K). The rejected heat is $300\times(1.4751-0.0002)=442.5$ W/cm², and the work is $6417-0.05-442.5=5974$ W/cm². Their ratio to the input gives $\eta_L=5974/6417=0.931$. The formula gives the same: $1-0.0690+2.4\times10^{-6}$. The quartic term is negligible here.

**Limit of a hot source.** For small $t$, $\eta_L\approx1-\frac43t$, below Carnot's $1-t$. The whole difference is $(1-t)-\eta_L=\frac13(t-t^4)$. Its leading part comes from the factor $\frac43$ in the incoming entropy, which has to be discharged as heat.

**Limit of equal temperatures.** The product

$$(1-2t+t^2)(3+2t+t^2)=3-4t+t^4$$

holds because the coefficients of $t^2$ and $t^3$ are $1-4+3=0$ and $-2+2=0$. Therefore

$$\eta_L=\tfrac13(1-t)^2(3+2t+t^2)\approx2(1-t)^2\quad(t\to1).$$

The limit is never negative and vanishes quadratically, whereas Carnot's value vanishes linearly. Near equal temperatures most of the incident energy must be sent back, yet it still counts in the denominator.

## 4. Could another outgoing spectrum do better?

A selective emitter need not send out a blackbody spectrum, so the optimum must be found among all fields.

First, for a given mean photon number in each mode, no state has more entropy than $\sum s(n)$. Let $q$ be any joint distribution of photon numbers and $p$ the product of the distributions $p_m$ with the same means. From $\ln z\le z-1$ with $z=p/q$ follows $-\sum q\ln q\le-\sum q\ln p$. Since $\ln p$ is linear in the photon numbers, the right side depends on the means alone and equals $\sum s(n)$. For states with coherence between photon numbers, Klein's inequality gives the same bound.

It remains to minimise $g(n)=\omega n-T_0s(n)$ in each mode:

$$g'(n)=\omega-T_0\ln\frac{1+n}{n}=0\;\Rightarrow\; n_0=\frac1{e^{\omega/T_0}-1},\qquad g''(n)=\frac{T_0}{n(1+n)}>0 .$$

The minimum is unique and is Planck's occupation at $T_0$. There $s=n_0\omega/T_0-\ln(1-e^{-\omega/T_0})$, so $g(n_0)=T_0\ln(1-e^{-\omega/T_0})$. With the integral from section 2, the total is

$$\frac{T_0^4}{4\pi^2c^2}\int_0^\infty y^2\ln(1-e^{-y})\,dy=-\tfrac13\sigma T_0^4 .$$

This is also $E(T_0)-T_0S(T_0)$, so the limit holds for every outgoing field. In a numerical test, the occupation was left free at 60 photon energies between 0 and $40T_0$. The minimisation returned Planck's occupation at each, and the sum was $-0.33333\,\sigma T_0^4$.

The same convexity settles what a spectral filter can do. With $n_s$ the Planck occupation at $T_s$, each mode offers the reversible work $g(n_s)-g(n_0)\ge0$. A filter that reflects some modes therefore cannot raise the upper limit on the total work from a fixed incident spectrum. A particular machine, such as a black plate in unconcentrated sunlight, may still gain from a filter that holds back its own emission.

A filter can also raise the limit per *accepted* energy. For $\omega\gg T_s$, $s(n_s)\approx n_s(\omega/T_s+1)$, while $g(n_0)\approx-T_0e^{-\omega/T_0}$ is negligible beside $\omega n_s$ if also $\omega(1/T_0-1/T_s)\gg1$. Then

$$\frac{g(n_s)-g(n_0)}{\omega n_s}\approx1-\frac{T_0}{T_s}-\frac{T_0}{\omega},$$

which tends to Carnot's value at high photon energy, where few photons remain.

## 5. A Sun that fills a small part of the sky

Without concentration the source fills a fraction $f$ of the projected solid angle. For a disc of angular radius $\theta_s$ at normal incidence, $f=\frac1\pi\int\cos\theta\,d\Omega=\sin^2\theta_s$. With $\theta_s=0.267$ degrees, $f=2.17\times10^{-5}$. Let the remaining directions supply blackbody radiation at $T_0$, and write $A(T)=E(T)-T_0S(T)$. The best work is

$$W=fA(T_s)+(1-f)A(T_0)-A(T_0)=f\,[A(T_s)-A(T_0)] .$$

The ambient terms cancel except for the share $f$, so work per incident solar energy is still $\eta_L$. Numerical balances for source temperatures of 450, 900, 2000 and 5800 K, each with $f=1$, 0.3 and $2.17\times10^{-5}$, agree with the formula within $10^{-7}$ in efficiency. The incident solar flux is now 0.139 W/cm² and the work limit 0.130 W/cm².

The black plate of section 1 fares differently, because it emits into the whole sky at its own temperature. Its efficiency is

$$\frac{f(T_s^4-T_0^4)-(T^4-T_0^4)}{fT_s^4}\left(1-\frac{T_0}{T}\right),$$

with a maximum of 0.108 at 364 K. This value depends on the sky radiating at $T_0$: with the engine still rejecting heat at 300 K, it falls to about 0.08 under a 250 K sky and to about 0.056 under a sky near zero temperature. Concentration matters greatly for this absorber but does not enter the thermodynamic limit.

If the surroundings are at $T'\neq T_0$, the cancellation fails. They add $(1-f)[A(T')-A(T_0)]$, which is positive by section 4. A cold sky is then a second resource, and the total work divided by solar energy alone can exceed $\eta_L$. For a sky near zero temperature the addition is $\frac13\sigma T_0^4=0.0153$ W/cm², or 0.11 of the unconcentrated solar flux, and the ratio becomes 1.04.

## 6. Where the black plate loses work

I return to full concentration. The plate passes entropy $(E_{in}-E(T))/T$ to its engine, while the radiation brings the net amount $S_{in}-S(T)$. The difference is produced at the plate, by absorption and emission together:

$$S_{gen}=\sigma T_s^3\left[\frac{1-x^4}{x}-\frac43(1-x^3)\right]=\sigma T_s^3\left[\frac1x+\frac{x^3}{3}-\frac43\right].$$

The last bracket has derivative $x^2-1/x^2$, negative below $x=1$ and positive above. Its minimum is zero at $x=1$, so the exchange of radiation with a plate at any other temperature produces entropy.

The gap to the limit has two parts: $T_0S_{gen}$, and $W_{rev}(T_0)-W_{rev}(T)$, the cost of emitting at $T$ instead of $T_0$. At 2478 K they take 0.0535 and 0.0279 of the incident energy. Their sum, 0.0814, is the difference between 0.9310 and 0.8496.

The plate is reciprocal: its emissivity equals its absorptivity in every direction. The concentrating optics are taken to be reciprocal too, so each path from the source to the plate also leads back. At full concentration all of the plate's emission therefore returns to the source. This calculation treats one black plate and gives no bound for other reciprocal converters.

## 7. A cascade that approaches the limit

The losses can be made as small as desired with many absorbers in sequence, if light emitted above $T_0$ does not return to the source. An ideal circulator sends light from each port to the next without loss; such one-way routing requires broken reciprocity. Let it pass the emission of each absorber to the next cooler one, and that of the last, at $T_0$, back to the source. Absorber $i$ at temperature $\Theta_i$ receives $\sigma\Theta_{i-1}^4$, emits $\sigma\Theta_i^4$ and drives a Carnot engine:

$$W_N=\sum_{i=1}^N\sigma(\Theta_{i-1}^4-\Theta_i^4)\left(1-\frac{T_0}{\Theta_i}\right).$$

Here the sequence starts at the source temperature, $\Theta_0=T_s$, and the last absorber is at ambient temperature, $\Theta_N=T_0$. In the limit of many small steps,

$$W_\infty=\int_{T_0}^{T_s}4\sigma T^3\left(1-\frac{T_0}{T}\right)dT
=\sigma(T_s^4-T_0^4)-\tfrac43\sigma T_0(T_s^3-T_0^3),$$

which is $\eta_L\sigma T_s^4$. The limit can thus be approached within this idealised model.

For equal steps $\Delta=(T_s-T_0)/N$, the heat $4\sigma T^3dT$ is used at the lower end $T_l$ of its step. The lost work is $T_0(1/T_l-1/T)\approx T_0(T-T_l)/T^2$ per unit of heat. Integrated over one step this gives $4\sigma T_0T\,\Delta^2/2=2\sigma T_0T\Delta^2$. The sum over steps is $2\sigma T_0\Delta\int T\,dT=\sigma T_0\Delta(T_s^2-T_0^2)$, and therefore

$$\eta_L-\eta_N\approx\frac{t(1-t)(1-t^2)}{N}=\frac{0.049}{N}.$$

Ten, 100 and 1000 stages give 0.9252, 0.9305 and 0.9310. The deficit at $N=100$ is 0.0005, as predicted. At $N=10$ it is 0.0058 instead of 0.0049, since the steps are too large for the leading term alone.

## 8. A heated emitter: a different denominator

In a thermophotovoltaic system a hot emitter illuminates a cell. Radiation returned to the emitter reduces the heat needed to keep it hot. The useful measure is then work per *net* heat. For a reversible converter that returns blackbody radiation at $T$,

$$\eta_{net}=\frac{W_{rev}(T)}{\sigma(T_s^4-T^4)}=1-\frac43t\,\frac{1-x^3}{1-x^4},$$

where $T_s$ now denotes the emitter temperature. Cancelling $1-x$,

$$\frac{1-x^3}{1-x^4}=\frac{1+x+x^2}{1+x+x^2+x^3}=1-\frac{1}{1+x^{-1}+x^{-2}+x^{-3}} .$$

This falls from 1 to $\frac34$ as $x$ rises from 0 to 1, so $\eta_{net}$ rises towards $1-t$, Carnot's value. The power vanishes in that limit.

For an emitter at a rough 2000 K, with $T_0$ held at 300 K, the limit per incident energy is 0.800. If the returned radiation is at 300 K, $\eta_{net}=0.801$ and the work is 72.6 W/cm². If it is at 1800 K, $\eta_{net}=0.842$, close to Carnot's 0.850, but the work falls to 26.3 W/cm². An efficiency above $\eta_L$ is no contradiction here, because the denominator has changed.

## 9. The model beside real sunlight

The chosen solar temperature and angle give 0.139 W/cm², close to the rough 0.14 W/cm² of sunlight above the atmosphere. The full-concentration flux of 6417 W/cm² is some 46,000 times larger and far from typical solar-cell operation. Ordinary silicon cells convert very roughly a quarter of sunlight. They do not use every photon reversibly, as the limit assumes. In an idealised cell at zero temperature, each photon above the gap $E_g$ yields work $E_g$, and the others yield none. With $u=E_g/T_s$ its efficiency is

$$\frac{15}{\pi^4}\,u\int_u^\infty\frac{y^2dy}{e^y-1},$$

whose maximum is 0.439 at a gap of 1.08 eV. With surroundings at zero temperature $\eta_L=1$. The fall from 1 to 0.44 has two causes: photons below the gap are not used, and the energy of the others in excess of the gap is lost. Emission from the cell is not yet included.

**Attenuation and scattering.** Suppose a share $a$ of source light is mixed with ambient light in every mode, $n=an_s+(1-a)n_0$. For dilute modes $s(n)\approx n(1-\ln n)$, so dilution adds $-\ln a$ to the entropy per photon. The mean photon energy of blackbody light is $2.70\,T_s$, which suggests an efficiency loss of about $t(-\ln a)/2.70$.

An atmosphere at 300 K with a rough transmission $a=0.75$ should cost 0.006. The full mode sum gives 0.926 per *transmitted* energy, a loss of 0.005, close to the estimate. Sunlight scattered over the whole hemisphere has $a=f$, so $-\ln a=10.7$ and the estimate is $0.931-0.206=0.725$. The mode sum gives 0.732. Scattering conserves energy but lowers its value.

**Heating of the converter.** At full concentration the rejected heat must cross a heat sink. With a rough resistance of 0.1 K cm²/W, and emission and rejection both at the converter temperature, the converter settles at 352 K. The limit becomes $1-\frac43(352/5800)=0.919$. So small a resistance $R$ needs cooling of the liquid microchannel kind, and the result is sensitive to it. While $T\ll T_s$ the rejected heat is about $TS_{in}$, so $T\approx T_0/(1-RS_{in})$, which climbs steeply as $R$ approaches $1/S_{in}=0.68$ K cm²/W. Under the same assumptions the efficiency is 0.876 at 0.3 K cm²/W and about 0.74 at 0.5 K cm²/W.

**Source temperature.** The limit depends only weakly on the chosen solar temperature: a source 200 K cooler gives 0.929. The Sun is not a perfect blackbody, and the departures of its spectrum from Planck's law are not treated here.

The far-field assumption fails when source and converter are so close that evanescent waves carry energy between them. The mode weight of section 2 then no longer applies. The remaining digits are in the numerical output below.

## Computed values

```
INPUTS (rough)
source temperature Ts: 5800 K
ambient temperature T0: 300 K
thermal energy of source: 0.4998 eV
thermal energy of ambient: 0.02585 eV
solar half-angle: 0.267 degrees
solar share f of projected solid angle: 2.172e-05
BALANCE AT FULL CONCENTRATION
incoming energy flux: 6416.9 W/cm^2
incoming entropy flux: 1.4751 W/(cm^2 K)
outgoing energy flux at T0: 0.04593 W/cm^2
outgoing entropy flux at T0: 0.0002041 W/(cm^2 K)
rejected heat: 442.48 W/cm^2
work: 5974.3 W/cm^2
term 4T0/(3Ts): 0.068966
term (T0/Ts)^4/3: 2.386e-06
Landsberg limit: 0.93104
Carnot value 1-T0/Ts: 0.94828
best outgoing temperature / T0: 1
free-mode minimum / (sigma T0^4): -0.33333
unconcentrated solar flux: 0.1393 W/cm^2
unconcentrated work limit: 0.1297 W/cm^2
ONE RECIPROCAL ABSORBER, FULL CONCENTRATION
best absorber temperature: 2478 K
efficiency: 0.8496
loss by entropy of absorption: 0.05347
loss by emission hotter than T0: 0.02792
NONRECIPROCAL CASCADE, EQUAL TEMPERATURE STEPS
efficiency with 10 stages: 0.92523
efficiency with 100 stages: 0.93054
efficiency with 1000 stages: 0.93099
THERMOPHOTOVOLTAIC EMITTER
emitter temperature (rough): 2000 K
Landsberg limit per incident energy: 0.80017
efficiency per net heat, return at T0: 0.80057
work, return at T0: 72.6 W/cm^2
efficiency per net heat, return at 0.9 Te: 0.8424
work, return at 0.9 Te: 26.28 W/cm^2
Carnot value: 0.85
NEGLECTED EFFECTS, SOLAR CASE
atmospheric transmission (rough): 0.75
limit per transmitted energy: 0.926
limit for fully scattered sunlight: 0.7322
unconcentrated black absorber, temperature: 364.2 K
unconcentrated black absorber, efficiency: 0.1082
heat-sink resistance (rough): 0.1 K cm^2/W
converter temperature with this sink: 351.9 K
limit with this sink: 0.9191
limit for source 200 K cooler: 0.9286
best gap of ideal zero-temperature cell: 1.082 eV
efficiency of that cell: 0.4388
```
